# Low-temperature entropy of a diagonal Ising step: test program

```python
"""Diagonal step (domain wall) of the square-lattice Ising model.

Result under test: the exact tension sigma = sqrt(2) (kT/a) ln sinh(2J/kT)
has the low-temperature entropy sqrt(2) k ln 2 per lattice constant a of
step length, equal to the entropy of the shortest zigzag paths.
Symbols: J spin coupling (a broken bond costs 2J), u = 2J/kT, x = exp(-u),
N number of unit edges of the step; a length a of step holds sqrt(2) edges.
d = 2*J2 is the cost of one broken diagonal-neighbour pair.
"""
import itertools
import math
import numpy as np
import mpmath as mp
from scipy.constants import k as k_joule, e as charge

kB = k_joule / charge            # eV/K
root2 = math.sqrt(2.0)
ln2 = math.log(2.0)

# Inputs: rough values in the regime of copper (001)
a = 0.26                         # nm
edge_energy = 0.13               # eV, 2J
T = 400.0                        # K
d = 0.02                         # eV, assumed diagonal-neighbour cost
mode, softening = 0.020, 0.05    # eV and fraction, assumed
wall_target, length_target = 5.0, 100.0   # nm


def exact_edge_tension(u):
    """Tension per edge in units of kT."""
    return math.log(math.sinh(u))


def exact_edge_entropy(u):
    """Entropy per edge in units of k."""
    return u / math.tanh(u) - math.log(math.sinh(u))


# Transfer matrix between successive diagonal rows on a ring of 8 columns.
# Reversing one column of bonds forces one wall along the transfer direction.
columns = 8
spins = np.array(list(itertools.product([-1, 1], repeat=columns)), float)


def transfer_edge_tension(u):
    top = []
    for seam in (1.0, -1.0):
        neighbour = np.roll(spins, -1, axis=1)
        neighbour[:, -1] *= seam
        matrix = np.exp(0.5 * u * (spins + neighbour) @ spins.T)
        top.append(np.linalg.norm(matrix, 2))
    return math.log(top[0] / top[1])


u = edge_energy / (kB * T)
x = math.exp(-u)
worst_tension = 0.0
for trial in (2.0, 2.5, u):
    error = abs(transfer_edge_tension(trial) - exact_edge_tension(trial))
    worst_tension = max(worst_tension, error)
# the ring width leaves an error of order sinh(u)**(-2*columns)
assert worst_tension < 1e-6

# Entropy from the temperature derivative of the transfer-matrix tension
step_T = 1.0


def transfer_free_energy(temp):
    return temp * transfer_edge_tension(edge_energy / (kB * temp))


entropy_numeric = -(transfer_free_energy(T + step_T)
                    - transfer_free_energy(T - step_T)) / (2 * step_T)
entropy_exact = exact_edge_entropy(u)
assert abs(entropy_numeric - entropy_exact) < 1e-5

# Low-temperature limit and its leading correction, in high precision
mp.mp.dps = 50
u_cold = mp.mpf(10)
entropy_cold = -mp.diff(lambda t: t * mp.log(mp.sinh(1 / t)), 1 / u_cold)
leading = mp.log(2) + (2 * u_cold + 1) * mp.exp(-2 * u_cold)
assert abs(entropy_cold - leading) < mp.exp(-3 * u_cold)

# First correction to the path sum, seen in the transfer matrix
x_test = math.exp(-3.0)
excess = -transfer_edge_tension(3.0) - math.log(2 * x_test)
assert abs(excess - x_test**2) < x_test**4


def count_paths(n, length):
    """Self-avoiding lattice paths from (0,0) to (n,n) of given length."""
    def extend(px, py, left, visited):
        if left == 0:
            return int((px, py) == (n, n))
        if abs(n - px) + abs(n - py) > left:
            return 0
        total = 0
        for dx, dy in ((1, 0), (-1, 0), (0, 1), (0, -1)):
            site = (px + dx, py + dy)
            if site not in visited:
                visited.add(site)
                total += extend(site[0], site[1], left - 1, visited)
                visited.remove(site)
        return total
    return extend(0, 0, length, {(0, 0)})


path_table = []
for n in range(1, 5):
    shortest = count_paths(n, 2 * n)
    longer = count_paths(n, 2 * n + 2)
    assert shortest == math.comb(2 * n, n)
    assert longer == 2 * n * math.comb(2 * n, n)
    path_table.append((2 * n, shortest, longer))

# Broken pairs of random staircases, counted on explicit spin arrays
rng = np.random.default_rng(1)
for trial in range(20):
    n = 7
    path = "R" + "".join(rng.permutation(list("R" * n + "U" * n))) + "R"
    s = -np.ones((n + 2, n + 2), int)
    column, height = 0, 1
    for move in path:
        if move == "R":
            s[column, :height] = 1
            column += 1
        else:
            height += 1
    near = np.sum(s[1:] != s[:-1]) + np.sum(s[:, 1:] != s[:, :-1])
    diagonal = (np.sum(s[1:, 1:] != s[:-1, :-1])
                + np.sum(s[1:, :-1] != s[:-1, 1:]))
    corners = sum(p != q for p, q in zip(path, path[1:]))
    straight = len(path) - 1 - corners
    assert near == len(path)
    assert diagonal == corners + 2 * straight


def recursion_growth(temp, n=100):
    """ln of path sum per edge; each straight vertex has weight w."""
    w = math.exp(-d / (kB * temp))
    size = 2 * n + 1
    right = [[0.0] * size for _ in range(size)]
    up = [[0.0] * size for _ in range(size)]
    for i in range(size):
        for j in range(size):
            if i + j == 1:
                right[i][j], up[i][j] = float(i), float(j)
            elif i + j > 1:
                if i > 0:
                    right[i][j] = w * right[i-1][j] + up[i-1][j]
                if j > 0:
                    up[i][j] = right[i][j-1] + w * up[i][j-1]
    small = right[n][n] + up[n][n]
    large = right[2*n][2*n] + up[2*n][2*n]
    # fixed end points give a factor 1/sqrt(N), removed here
    return (math.log(large / small) + 0.5 * ln2) / (2 * n)


def coupled_entropy(temp):
    ratio = d / (kB * temp)
    w = math.exp(-ratio)
    return math.log(1 + w) + ratio * w / (1 + w)


w = math.exp(-d / (kB * T))
assert abs(recursion_growth(T) - math.log(1 + w)) < 1e-4
growth_slope = ((T + 5) * recursion_growth(T + 5)
                - (T - 5) * recursion_growth(T - 5)) / 10
assert abs(growth_slope - coupled_entropy(T)) < 1e-3
assert coupled_entropy(10.0) < 1e-6

# Example: tension and entropy
tension = root2 * kB * T * exact_edge_tension(u) / a
tension_energy = root2 * edge_energy / a
tension_count = root2 * (edge_energy - kB * T * ln2) / a
T_critical = edge_energy / (kB * math.asinh(1.0))
assert abs(exact_edge_tension(edge_energy / (kB * T_critical))) < 1e-12

# Neglected effects
coupling_shift = root2 * (d - kB * T * (math.log(1 + w) - ln2)) / a


def oscillator_entropy(quantum):
    y = quantum / (kB * T)
    return y / math.expm1(y) - math.log(-math.expm1(-y))


vibration = 3 * (oscillator_entropy(mode * (1 - softening))
                 - oscillator_entropy(mode))
assert abs(vibration + 3 * math.log(1 - softening)) < 0.01

cells = round(wall_target / (a / root2))
hop = np.diag(np.ones(cells - 2), 1)
confined = math.log(np.linalg.eigvalsh(hop + hop.T)[-1])
assert abs(confined - math.log(2 * math.cos(math.pi / cells))) < 1e-10

half = round(length_target / (root2 * a))
N = 2 * half
pinned = math.log(math.comb(N, half)) / N
assert ln2 - math.log(N + 1) / N < pinned < ln2

print(f"lattice constant a = {a:.2f} nm")
print(f"edge (kink) energy 2J = {edge_energy:.3f} eV")
print(f"temperature T = {T:.0f} K, kT = {kB*T:.5f} eV")
print(f"u = 2J/kT = {u:.4f}, x^2 = exp(-2u) = {x*x:.3e}")
print(f"model critical temperature = {T_critical:.0f} K")
print(f"transfer matrix: columns = {columns}")
print(f"largest tension error per edge = {worst_tension:.1e} kT")
print(f"tension, exact = {tension:.5f} eV/nm")
print(f"tension, energy only = {tension_energy:.5f} eV/nm")
print(f"tension, energy and zigzag count = {tension_count:.5f} eV/nm")
print(f"ln 2 = {ln2:.5f}")
print(f"entropy per edge, exact = {entropy_exact:.5f} k")
print(f"entropy per edge, transfer matrix = {entropy_numeric:.5f} k")
print(f"leading correction (2u+1)x^2 = {(2*u+1)*x*x:.5f} k per edge")
print(f"entropy per a, exact = {root2*entropy_exact:.5f} k")
print(f"entropy per a, limit sqrt(2) ln 2 = {root2*ln2:.5f} k")
print(f"the same limit = {root2*ln2*kB:.4e} eV/K per a")
print("paths: edges N, shortest, with two extra edges")
for edges, shortest, longer in path_table:
    print(f"  N = {edges}: {shortest}, {longer}")
print("entropy per edge in k: nearest-neighbour exact, with d (no overhangs)")
for temp in (50.0, 100.0, 200.0, 400.0, 600.0, 800.0):
    plain = exact_edge_entropy(edge_energy / (kB * temp))
    print(f"  T = {temp:.0f} K: {plain:.5f}, {coupled_entropy(temp):.5f}")
print(f"assumed diagonal-neighbour cost d = {d:.3f} eV")
print(f"d/kT = {d/(kB*T):.4f}, w = {w:.4f}")
print(f"tension added by d = {coupling_shift:.4f} eV/nm")
print(f"  as a share of the exact tension = {100*coupling_shift/tension:.1f} %")
print(f"entropy change by d = {coupled_entropy(T)-ln2:.4f} k per edge")
print(f"assumed mode quantum = {1000*mode:.0f} meV, three per edge")
print(f"assumed softening = {100*softening:.0f} %")
print(f"vibrational entropy added = {vibration:.4f} k per edge")
print(f"hard-wall separation = {cells*a/root2:.3f} nm")
print(f"entropy change by walls = {confined-ln2:.5f} k per edge")
print(f"pinned step length = {half*root2*a:.2f} nm, N = {N} edges")
print(f"ln C(N,N/2)/N = {pinned:.5f}")
print(f"entropy change by pinned ends = {pinned-ln2:.5f} k per edge")
print("OK")
```

Printed output:

```
lattice constant a = 0.26 nm
edge (kink) energy 2J = 0.130 eV
temperature T = 400 K, kT = 0.03447 eV
u = 2J/kT = 3.7715, x^2 = exp(-2u) = 5.298e-04
model critical temperature = 1712 K
transfer matrix: columns = 8
largest tension error per edge = 2.0e-10 kT
tension, exact = 0.57705 eV/nm
tension, energy only = 0.70711 eV/nm
tension, energy and zigzag count = 0.57715 eV/nm
ln 2 = 0.69315
entropy per edge, exact = 0.69768 k
entropy per edge, transfer matrix = 0.69768 k
leading correction (2u+1)x^2 = 0.00453 k per edge
entropy per a, exact = 0.98666 k
entropy per a, limit sqrt(2) ln 2 = 0.98026 k
the same limit = 8.4472e-05 eV/K per a
paths: edges N, shortest, with two extra edges
  N = 2: 2, 4
  N = 4: 6, 24
  N = 6: 20, 120
  N = 8: 70, 560
entropy per edge in k: nearest-neighbour exact, with d (no overhangs)
  T = 50 K: 0.69315, 0.05392
  T = 100 K: 0.69315, 0.30116
  T = 200 K: 0.69315, 0.54944
  T = 400 K: 0.69768, 0.65277
  T = 600 K: 0.73286, 0.67479
  T = 800 K: 0.80529, 0.68274
assumed diagonal-neighbour cost d = 0.020 eV
d/kT = 0.5802, w = 0.5598
tension added by d = 0.1554 eV/nm
  as a share of the exact tension = 26.9 %
entropy change by d = -0.0404 k per edge
assumed mode quantum = 20 meV, three per edge
assumed softening = 5 %
vibrational entropy added = 0.1498 k per edge
hard-wall separation = 4.964 nm
entropy change by walls = -0.00678 k per edge
pinned step length = 100.01 nm, N = 544 edges
ln C(N,N/2)/N = 0.68694
entropy change by pinned ends = -0.00621 k per edge
OK
```
